# Exchange-Correlation Energy of a Quantum Well in the Two-Dimensional Limit: a program that tests the result

```python
# Result under test: electrons at fixed areal density n in a hard-wall well of
# width L -> 0 have exchange + RPA correlation energies per electron that tend
# to the finite two-dimensional values. LDA and PBE diverge as L^(-1/3), while
# PW91 exchange, whose enhancement factor decays, tends to zero.
# Symbols (atomic units inside): kF in-plane Fermi wave number, q in-plane wave
# number, w imaginary frequency, m subband index, P_m pair polarizability
# (positive), V Coulomb matrix between pair densities phi_1 phi_m.
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.special import gamma, j1
from pyscf.dft import libxc

HA = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0] * 1e10
n_ang = 0.10
n = n_ang * BOHR**2
kF = np.sqrt(2 * np.pi * n)
rs = 1 / np.sqrt(np.pi * n)


@lru_cache(maxsize=None)
def legendre01(N):
    t, w = np.polynomial.legendre.leggauss(N)
    return (t + 1) / 2, w / 2


@lru_cache(maxsize=None)
def panels01(count):
    """Composite rule on (0, 1): count equal panels with 30 points each."""
    t, w = legendre01(30)
    nodes = (np.arange(count)[:, None] + t) / count
    return nodes.ravel(), np.tile(w / count, count)


def half_line(N):
    """Nodes and weights on (0, infinity), dense on a logarithmic scale."""
    t, w = legendre01(N)
    r = t / (1 - t)
    return r**2, 2 * r / (1 - t)**2 * w


def q_grid(N, upper):
    """Wave numbers split at 2kF, where half-integer powers of |q-2kF| occur.

    Both substitutions are quadratic at 2kF and so make these powers smooth;
    upper sets the scale of the part above 2kF.
    """
    t, w = legendre01(N)
    x, wx = half_line(N)
    low = 2 * kF * np.sin(np.pi * t / 2)**2
    wlow = np.pi * kF * np.sin(np.pi * t) * w
    return (np.concatenate([low, 2 * kF + upper * x]),
            np.concatenate([wlow, upper * wx]))


def polarizability(q, w, gap):
    a = q * q / 2 + gap + 1j * w
    root = np.sqrt(a - kF * q) * np.sqrt(a + kF * q)
    # the clip only removes rounding noise at extreme frequencies
    return np.maximum(4 * n * (1 / (a + root)).real, 0)


def coulomb(q, L, M):
    """V[q, m, m'] in closed form from cosine integrals."""
    u = (q * L)[:, None]
    j = np.arange(M + 2)
    d = u**2 + (j * np.pi)**2
    s = np.where(j % 2 == 0, -np.expm1(-u), 1 + np.exp(-u))
    same = 1 + (-1.0)**(j[:, None] + j[None, :])
    C = -(u**2)[:, :, None] * s[:, :, None] * same / (d[:, :, None] * d[:, None, :])
    C[:, j, j] += 2 * u * np.where(j == 0, 1.0, 0.5) / d
    T = np.zeros((M, M + 2))
    T[np.arange(M), np.arange(M)] = 1
    T[np.arange(M), np.arange(M) + 2] = -1
    return (2 * np.pi / q)[:, None, None] * (T @ C @ T.T)


def ring(x):
    """ln(1+x) - x without cancellation for small x."""
    small = np.abs(x) < 1e-3
    safe = np.where(small, 1.0, x)
    return np.where(small, -x**2/2 + x**3/3 - x**4/4, np.log1p(safe) - safe)


def inter_integrand(q, w, L, M):
    """ln det(1+M) - tr M minus its single-channel part; w has shape (Nq, Nw)."""
    m = np.arange(1, M + 1)
    gap = np.pi**2 * (m**2 - 1) / (2 * L**2)
    P = polarizability(q[:, None, None], w[:, :, None], gap)
    r = np.sqrt(P)
    mat = r[..., :, None] * coulomb(q, L, M)[:, None] * r[..., None, :]
    b, m11 = mat[..., 0, 1:], mat[..., 0, 0]
    screened = b / np.sqrt(1 + m11)[..., None]
    S = mat[..., 1:, 1:] - screened[..., :, None] * screened[..., None, :]
    return ring(np.linalg.eigvalsh(S)).sum(-1) - (screened**2).sum(-1)


def correlation_intra(L, N=80):
    """RPA energy per electron, one subband; L = 0 is the strict 2D gas."""
    x, wx = half_line(N)
    q, wq = q_grid(N, 2 * kF)
    scale = kF * q + q * q / 2
    w = scale[:, None] * x
    V = 2 * np.pi / q if L == 0 else coulomb(q, L, 1)[:, 0, 0]
    g = ring(V[:, None] * polarizability(q[:, None], w, 0.0))
    return np.sum(wq * q * scale * (g @ wx)) / (4 * np.pi**2 * n)


def correlation_inter(L, N=48, M=14):
    x, wx = half_line(N)
    q, wq = q_grid(N, 1 / L)
    scale = q * q / 2 + kF * q + 1 / L**2
    g = inter_integrand(q, scale[:, None] * x, L, M)
    return np.sum(wq * q * scale * (g @ wx)) / (4 * np.pi**2 * n)


def exchange(L):
    t, w = legendre01(80)
    th = t * np.pi / 2
    q = 2 * kF * np.cos(th)
    F = np.ones_like(q) if L == 0 else coulomb(q, L, 1)[:, 0, 0] * q / (2 * np.pi)
    hole = th - np.sin(2 * th) / 2
    return -np.sum(w * np.pi / 2 * 2 * kF * np.sin(th) * F * hole) / np.pi


def exchange_real_space(L):
    """Exchange hole times Coulomb potential, integrated over in-plane distance."""
    R = 300 / kF
    t, wt = panels01(100)
    r, wr = R * t**2, 2 * R * t * wt
    v, wv = legendre01(40)
    vmax = np.arcsinh(L / r)
    sep = r[:, None] * np.sinh(vmax[:, None] * v) / L
    pair = np.zeros_like(sep)
    for z, wz in zip(v, wv):
        zz = z * (1 - sep)
        pair += wz * (1 - sep) * 8 * np.sin(np.pi*zz)**2 * np.sin(np.pi*(zz+sep))**2
    W = vmax * (pair @ wv) / L
    y = kF * r
    body = np.sum(wr * 2 * np.pi * r * (2 * j1(y) / y)**2 * W)
    return -n / 4 * (body + 4 / (kF**3 * R**2))


def functional(code, L, gga):
    """Energy per electron of a density functional for the well density."""
    t, w = panels01(50)
    y, wy = t**5 / 2, 5 * t**4 / 2 * w
    dens = 2 * n / L * np.cos(np.pi * y)**2
    if gga:
        rho = np.zeros((4, len(y)))
        rho[0] = dens
        rho[3] = -2 * n / L * np.pi / L * np.sin(2 * np.pi * y)
    else:
        rho = dens
    eps = np.asarray(libxc.eval_xc(code, rho, spin=0, deriv=1)[0]).ravel()
    return np.sum(2 * L * wy * dens * eps) / n


LDAX, LDAC = 'LDA_X,', ',LDA_C_PW'
PBEX, PBEC, PW91X = 'GGA_X_PBE,', ',GGA_C_PBE', 'GGA_X_PW91,'

# --- exchange: momentum space against real space, 2D value, first correction
L3 = 3.0 / BOHR
ex3_real = exchange_real_space(L3)
assert abs(exchange(L3) / ex3_real - 1) < 2e-5
ex2d = -4 * kF / (3 * np.pi)
assert abs(exchange(0) / ex2d - 1) < 1e-9
slope_formula = np.pi / 2 * (1/3 - 5 / (4 * np.pi**2))
slope_numeric = (exchange(1e-3) - exchange(0)) / (n * 1e-3)
assert abs(slope_numeric / slope_formula - 1) < 2e-3

# --- polarizability against the average over the Fermi disk
K = 400
theta = np.arange(1, K + 1) * np.pi / (K + 1)
kx, wk = kF * np.cos(theta), 2 / (K + 1) * np.sin(theta)**2
for q0, w0, gap0 in [(0.3, 0.2, 0.0), (0.5, 0.1, 0.4), (2.0, 1.0, 0.0)]:
    D = gap0 + q0**2 / 2 + kx * q0
    direct = 2 * n * np.sum(wk * D / (D**2 + w0**2))
    assert abs(polarizability(q0, w0, gap0) / direct - 1) < 1e-8

# --- frequency integral of the polarizability gives the structure factor
x, wx = half_line(80)
for ratio in [0.3, 0.6, 1.5]:
    q0 = 2 * kF * ratio
    scale0 = kF * q0 + q0**2 / 2
    numeric = np.sum(wx * scale0 * polarizability(q0, scale0 * x, 0.0)) / (np.pi * n)
    c = min(ratio, 1.0)
    structure = 1 - 2 / np.pi * (np.arccos(c) - c * np.sqrt(1 - c * c))
    assert abs(numeric / structure - 1) < 1e-6

# --- prefactor of the RPA energy against second-order perturbation theory
q0 = 3 * kF
D = q0**2 / 2 + kx * q0
v0 = 2 * np.pi / q0
pert2 = -0.5 * v0**2 * n**2 * np.sum(wk[:, None] * wk / (D[:, None] + D))
freq2 = np.sum(wx * q0**2 * -0.5 * (v0 * polarizability(q0, x * q0**2, 0.0))**2)
assert abs(freq2 / (2 * np.pi) / pert2 - 1) < 1e-6

# --- RPA determinant from a finite-difference Hamiltonian on a z grid
N = 200
h = L3 / (N + 1)
z = h * np.arange(1, N + 1)
H = np.diag(np.full(N, 1 / h**2)) - (np.eye(N, k=1) + np.eye(N, k=-1)) / (2*h**2)
E, phi = np.linalg.eigh(H)
phi = phi / np.sqrt(h)
q0, w0 = 0.5, 0.1
D = (E - E[0])[:, None] + q0**2 / 2 + kx * q0
Pm = 2 * n * (D / (D**2 + w0**2)) @ wk
pairs = phi[:, :1] * phi
kernel = 2 * np.pi / q0 * np.exp(-q0 * np.abs(z[:, None] - z))
A = h * h * kernel @ ((pairs * Pm) @ pairs.T)
grid_value = np.linalg.slogdet(np.eye(N) + A)[1] - np.trace(A)
qa, wa = np.array([q0]), np.array([[w0]])
intra0 = ring(coulomb(qa, L3, 1)[0, 0, 0] * polarizability(q0, w0, 0.0))
inter0 = inter_integrand(qa, wa, L3, 20)[0, 0]
assert abs((intra0 + inter0) / grid_value - 1) < 2e-3
# the intersubband part alone, isolated on the grid
A1 = h * h * kernel @ (Pm[0] * np.outer(pairs[:, 0], pairs[:, 0]))
grid_intra = np.linalg.slogdet(np.eye(N) + A1)[1] - np.trace(A1)
assert abs((grid_value - grid_intra) / inter0 - 1) < 2e-2

# --- quadrature and subband convergence
ec2d = correlation_intra(0)
assert abs(correlation_intra(0, 120) / ec2d - 1) < 2e-5
assert abs(correlation_inter(L3, 64, 20) / correlation_inter(L3) - 1) < 5e-3

# --- the wells of the worked example
widths = [3.0, 1.0, 0.3, 0.1, 0.03]
C = 4 * np.pi * (0.5 * np.log(1 + 1 / (3 * np.pi**2))
                 + np.log(1 + 3 * np.pi**2) / (6 * np.pi**2))
target = ex2d + ec2d
rows, dft = [], []
for La in widths:
    L = La / BOHR
    assert n * L**2 <= 3 * np.pi / 8
    ex, ci, cs = exchange(L), correlation_intra(L), correlation_inter(L)
    assert ec2d < ci < 0
    assert -C * n * L**2 <= cs <= 0
    rows.append((ex, ci, cs, ex + ci + cs, -C * n * L**2))
    dft.append([functional(LDAX, L, False), functional(LDAC, L, False),
                functional(PBEX, L, True), functional(PBEC, L, True),
                functional(PW91X, L, True)])
rows, dft = np.array(rows), np.array(dft)
gaps = rows[:, 3] - target
assert np.all(np.diff(np.abs(gaps)) < 0)
inter_power = np.log(rows[3, 2] / rows[4, 2]) / np.log(widths[3] / widths[4])
assert abs(inter_power - 2) < 0.1


def total(L):
    return exchange(L) + correlation_intra(L) + correlation_inter(L)


approach = (total(0.003 / BOHR) - target) / (total(0.001 / BOHR) - target)
assert abs(approach / 3 - 1) < 0.03

# --- density functionals: laws in the thin limit
shape = 2 * gamma(11 / 6) / (np.sqrt(np.pi) * gamma(7 / 3))
for La, row in zip(widths, dft):
    law = -0.75 * (3 / np.pi)**(1/3) * (2 * n * BOHR / La)**(1/3) * shape
    assert abs(row[0] / law - 1) < 1e-5
    assert row[2] <= row[0]
pbe_ratio = functional(PBEX, 1e-7, True) / functional(LDAX, 1e-7, False)
assert abs(pbe_ratio - 1.804) < 2e-3
lda_c_slope = (functional(LDAC, 1e-7, False)
               - functional(LDAC, 1e-9, False)) / np.log(100)
log_law = (1 - np.log(2)) / (3 * np.pi**2)
assert abs(lda_c_slope / log_law - 1) < 0.02
pbe_c_thin = functional(PBEC, 1e-4, True)
assert abs(pbe_c_thin) < 1e-3 and abs(pbe_c_thin) < abs(dft[-1, 3])
pw_a, pw_b = functional(PW91X, 1e-7, True), functional(PW91X, 1e-8, True)
pw_power = np.log(pw_a / pw_b) / np.log(10)
assert abs(pw_power - 1/3) < 0.02 and abs(pw_b) < abs(pw_a) < 0.05

# --- printed numbers
print(f"areal density n = {n_ang:.2f} 1/angstrom^2")
print(f"2D radius r_s = {rs*BOHR:.4f} angstrom (= {rs:.4f} bohr)")
print(f"Fermi wave number kF = {kF/BOHR:.4f} 1/angstrom")
print(f"one-subband limit: L < {np.sqrt(1.5*np.pi/n_ang):.3f} angstrom")
print(f"bound valid for L <= {np.sqrt(3*np.pi/8/n_ang):.3f} angstrom")
print(f"2D exchange = {ex2d*HA:.4f} eV")
print(f"2D RPA correlation = {ec2d*HA:.4f} eV")
print(f"2D exchange + RPA = {target*HA:.4f} eV (= {target:.5f} hartree)")
print(f"exchange at L=3 angstrom, real space = {ex3_real*HA:.4f} eV")
print(f"exchange slope/(n L): numeric {slope_numeric:.5f}, "
      f"formula {slope_formula:.5f} (a.u.)")
print(f"intersubband bound constant C = {C:.4f} (a.u.)")
print("Energies per electron in eV, L in angstrom")
print("L | exchange | RPA intra | RPA inter | sum | sum - 2D")
for La, r, g in zip(widths, rows, gaps):
    print(f"{La:.2f} | {r[0]*HA:.4f} | {r[1]*HA:.4f} | {r[2]*HA:.3e} | "
          f"{r[3]*HA:.4f} | {g*HA:.4f}")
print("L | lower bound on RPA inter (eV)")
for La, r in zip(widths, rows):
    print(f"{La:.2f} | {r[4]*HA:.3e}")
print("L | LDA x | LDA c | PBE x | PBE c | PW91 x (eV)")
for La, d in zip(widths, dft):
    print(f"{La:.2f} | " + " | ".join(f"{e*HA:.4f}" for e in d))
print("L | LDA xc | PBE xc (eV)")
for La, d in zip(widths, dft):
    print(f"{La:.2f} | {(d[0]+d[1])*HA:.4f} | {(d[2]+d[3])*HA:.4f}")
print(f"power of L in RPA inter, two thinnest wells = {inter_power:.3f}")
print(f"(sum - 2D) ratio, L=0.003 to L=0.001 angstrom = {approach:.3f}")
print(f"PBE/LDA exchange ratio at L={1e-7*BOHR:.2e} angstrom = {pbe_ratio:.4f}")
print(f"LDA correlation slope in ln L = {lda_c_slope*HA:.4f} eV, "
      f"law {log_law*HA:.4f} eV")
print(f"PBE correlation at L={1e-4*BOHR:.2e} angstrom = {pbe_c_thin*HA:.2e} eV")
print(f"PW91 exchange at L={1e-7*BOHR:.2e} angstrom = {pw_a*HA:.4f} eV")
print(f"PW91 exchange at L={1e-8*BOHR:.2e} angstrom = {pw_b*HA:.4f} eV")
print(f"power of L in thin-limit PW91 exchange = {pw_power:.4f}")
print("checks complete")
```

It prints:

```
areal density n = 0.10 1/angstrom^2
2D radius r_s = 1.7841 angstrom (= 3.3715 bohr)
Fermi wave number kF = 0.7927 1/angstrom
one-subband limit: L < 6.865 angstrom
bound valid for L <= 3.432 angstrom
2D exchange = -4.8443 eV
2D RPA correlation = -3.6648 eV
2D exchange + RPA = -8.5090 eV (= -0.31270 hartree)
exchange at L=3 angstrom, real space = -3.7965 eV
exchange slope/(n L): numeric 0.32464, formula 0.32466 (a.u.)
intersubband bound constant C = 0.9347 (a.u.)
Energies per electron in eV, L in angstrom
L | exchange | RPA intra | RPA inter | sum | sum - 2D
3.00 | -3.7965 | -1.2875 | -1.362e-01 | -5.2203 | 3.2888
1.00 | -4.4244 | -2.2810 | -1.767e-02 | -6.7230 | 1.7860
0.30 | -4.7087 | -3.0792 | -1.663e-03 | -7.7895 | 0.7196
0.10 | -4.7981 | -3.4370 | -1.863e-04 | -8.2353 | 0.2737
0.03 | -4.8303 | -3.5910 | -1.678e-05 | -8.4214 | 0.0877
L | lower bound on RPA inter (eV)
3.00 | -2.289e+01
1.00 | -2.544e+00
0.30 | -2.289e-01
0.10 | -2.544e-02
0.03 | -2.289e-03
L | LDA x | LDA c | PBE x | PBE c | PW91 x (eV)
3.00 | -3.8443 | -0.9622 | -4.1584 | -0.7333 | -4.1513
1.00 | -5.5444 | -1.1490 | -6.5615 | -0.6114 | -6.4626
0.30 | -8.2822 | -1.3727 | -11.1780 | -0.3914 | -10.3945
0.10 | -11.9450 | -1.5929 | -18.0308 | -0.2223 | -14.3985
0.03 | -17.8434 | -1.8503 | -29.3390 | -0.1102 | -16.5070
L | LDA xc | PBE xc (eV)
3.00 | -4.8064 | -4.8916
1.00 | -6.6934 | -7.1729
0.30 | -9.6549 | -11.5694
0.10 | -13.5379 | -18.2531
0.03 | -19.6938 | -29.4492
power of L in RPA inter, two thinnest wells = 1.999
(sum - 2D) ratio, L=0.003 to L=0.001 angstrom = 2.989
PBE/LDA exchange ratio at L=5.29e-08 angstrom = 1.8040
LDA correlation slope in ln L = 0.2804 eV, law 0.2820 eV
PBE correlation at L=5.29e-05 angstrom = -2.04e-03 eV
PW91 exchange at L=5.29e-08 angstrom = -0.3528 eV
PW91 exchange at L=5.29e-09 angstrom = -0.1637 eV
power of L in thin-limit PW91 exchange = 0.3333
checks complete
```
